**Emission exponent from the half-thickness radius**

A small source emitting mass per unit solid angle as cosⁿθ, facing a parallel substrate at distance h, gives half the axial thickness at radius r = h/2 when n = 2 ln 2/ln(5/4) − 3 ≈ 3.21. The program integrates the emission law over narrow cones and divides the caught mass by the ring area, then asserts that this agrees with the derived thickness profile for several exponents and radii. A numerical root search on the ring thickness gives the same n = 3.2126 as the formula. Further assertions cover mass conservation, the fraction collected inside h/2, the half-thickness radius of a cosine source, the sensitivities of n to the thickness ratio q and to h, and the evaporated mass. For a copper example with rough typical values, the output gives the film profile and an evaporated mass of 0.239 g. It also shows that a 10 mm error in the melt level or a 5 mm drift of the emitting spot shifts the inferred n by about 0.4, far more than the finite pool size does. The estimated mean free path just above the pool is 1.8 mm, shorter than the pool diameter, so n is a fitted description of the plume and not a constant of copper.

## Program and output

```python
# Result under test: a small source emits mass per solid angle ~ cos(theta)^n
# towards a parallel plane at distance h. If the film at radius r = h/2 is half
# as thick as on the axis, then n = 2 ln 2 / ln(5/4) - 3, about 3.2.
# Symbols: x = r/h, q = thickness at r divided by thickness on the axis.
# Scaled thickness = (fraction of emitted mass) per (area in units of h^2).
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq


def emitted_fraction(n, theta1, theta2):
    """Mass fraction emitted between two polar angles, from the emission law."""
    def ring(theta):
        return np.cos(theta)**n * np.sin(theta)
    part = quad(ring, theta1, theta2, epsabs=0, epsrel=1e-10)[0]
    whole = quad(ring, 0, np.pi / 2, epsabs=1e-13, epsrel=1e-10)[0]
    return part / whole


def ring_thickness(n, x, half_width=5e-4):
    """Scaled thickness as mass caught by a narrow ring over the ring area."""
    inner = max(x - half_width, 0.0)
    outer = x + half_width
    caught = emitted_fraction(n, np.arctan(inner), np.arctan(outer))
    return caught / (np.pi * (outer**2 - inner**2))


def solve_n_numerically(x, q):
    """Exponent found by root search on the ring thickness."""
    return brentq(lambda n: ring_thickness(n, x) / ring_thickness(n, 0.0) - q,
                  0.2, 12.0, xtol=1e-10)


def formula_thickness(n, x):
    return (n + 1) / (2 * np.pi) * (1 + x**2)**(-(n + 3) / 2)


def formula_n(x, q):
    return -2 * np.log(q) / np.log(1 + x**2) - 3


# ---- tests of the profile, conservation and collected fraction ----
for n_test in (1.0, 2.0, 3.2, 6.5):
    for x_test in (0.0, 0.3, 0.5, 1.2):
        assert np.isclose(ring_thickness(n_test, x_test),
                          formula_thickness(n_test, x_test), rtol=2e-5)
    total = quad(lambda x: 2 * np.pi * x * formula_thickness(n_test, x),
                 0, np.inf)[0]
    assert abs(total - 1) < 1e-6
    inside = 1 - (1 + 0.5**2)**(-(n_test + 1) / 2)
    assert np.isclose(inside, emitted_fraction(n_test, 0, np.arctan(0.5)),
                      rtol=1e-8)

# ---- test of the main result ----
n_result = 2 * np.log(2) / np.log(5 / 4) - 3
n_numeric = solve_n_numerically(0.5, 0.5)
assert abs(n_result - n_numeric) < 1e-4
assert round(n_numeric, 1) == 3.2

# ---- half-thickness radius of an ordinary cosine source ----
x_half_cosine = np.sqrt(np.sqrt(2) - 1)
x_half_numeric = brentq(
    lambda x: ring_thickness(1.0, x) / ring_thickness(1.0, 0.0) - 0.5, 0.2, 2)
assert abs(x_half_cosine - x_half_numeric) < 1e-4

# ---- sensitivities: formula against repeated numerical root search ----
log_term = np.log(1.25)
slope_q = -2 / log_term
slope_h = (n_result + 3) * 2 * 0.25 / (1.25 * log_term)
step = 0.01
slope_q_num = (solve_n_numerically(0.5, 0.5 * np.exp(step))
               - solve_n_numerically(0.5, 0.5 * np.exp(-step))) / (2 * step)
slope_h_num = (solve_n_numerically(0.5 * np.exp(-step), 0.5)
               - solve_n_numerically(0.5 * np.exp(step), 0.5)) / (2 * step)
assert np.isclose(slope_q, slope_q_num, rtol=1e-3)
assert np.isclose(slope_h, slope_h_num, rtol=2e-3)

# ---- worked example: copper, rough typical electron-beam conditions ----
h_mm = 300.0
centre_nm = 200.0
rate_nm_s = 1.0
pool_radius_mm = 5.0
density_g_cm3 = 8.9
atomic_mass_u = 63.5
pool_temperature_K = 1700.0
gas_pressure_torr = 1e-5
gas_temperature_K = 300.0
cross_section_nm2 = 0.5
level_drop_mm = 10.0
spot_shift_mm = 5.0

mass_g = (2 * np.pi * density_g_cm3 * (h_mm / 10)**2 * centre_nm * 1e-7
          / (n_result + 1))
# independent mass: film mass inside 150 mm over the emitted fraction there
film_volume_cm3 = quad(
    lambda r: 2 * np.pi * r * centre_nm * 1e-7
    * ring_thickness(n_result, 10 * r / h_mm)
    / ring_thickness(n_result, 0.0), 0.2, 15.0, epsrel=1e-6)[0]
film_volume_cm3 += np.pi * 0.2**2 * centre_nm * 1e-7
fraction_inside = emitted_fraction(n_result, 0, np.arctan(0.5))
assert np.isclose(mass_g, density_g_cm3 * film_volume_cm3 / fraction_inside,
                  rtol=1e-4)


# ---- neglected effects, each as the n inferred when it is ignored ----
def element_flux(target_x, source_x, source_y, distance):
    """Mass per area at (target_x, 0) from one source element, by vectors."""
    length2 = (target_x - source_x)**2 + source_y**2 + distance**2
    cosine = distance / np.sqrt(length2)
    return cosine**n_result * cosine / length2


def disc_flux(target_x, radius):
    nodes, weights = np.polynomial.legendre.leggauss(12)
    s = 0.5 * radius * (nodes + 1)
    ws = 0.5 * radius * weights * s
    phi = 2 * np.pi * np.arange(32) / 32
    grid = element_flux(target_x, s[:, None] * np.cos(phi),
                        s[:, None] * np.sin(phi), h_mm)
    return np.sum(ws * grid.mean(axis=1)) * 2 / radius**2


def disc_apparent_n(radius):
    return formula_n(0.5, disc_flux(h_mm / 2, radius) / disc_flux(0.0, radius))


n_disc = disc_apparent_n(pool_radius_mm)
shift_full = n_disc - n_result
shift_half = disc_apparent_n(pool_radius_mm / 2) - n_result
assert abs(shift_full / shift_half - 4) < 0.05   # error grows as radius^2

gas_density = (gas_pressure_torr * const.torr
               / (const.k * gas_temperature_K))
gas_path_mm = 1e3 / (gas_density * cross_section_nm2 * 1e-18)
extra_path_mm = h_mm * (np.sqrt(1.25) - 1)
n_gas = formula_n(0.5, 0.5 * np.exp(-extra_path_mm / gas_path_mm))

true_h = h_mm + level_drop_mm
n_level = formula_n(0.5, element_flux(h_mm / 2, 0, 0, true_h)
                    / element_flux(0, 0, 0, true_h))
n_towards, n_away = [
    formula_n(0.5, element_flux(h_mm / 2, shift, 0, h_mm)
              / element_flux(0, shift, 0, h_mm))
    for shift in (spot_shift_mm, -spot_shift_mm)]
n_ratio_high = formula_n(0.5, 0.5 * 1.02)
n_ratio_low = formula_n(0.5, 0.5 * 0.98)

# ---- collisions among copper atoms just above the pool ----
atom_mass_kg = atomic_mass_u * const.atomic_mass
mass_rate_kg_s = mass_g * 1e-3 * rate_nm_s / centre_nm
pool_flux = (mass_rate_kg_s / atom_mass_kg
             / (np.pi * (pool_radius_mm * 1e-3)**2))
mean_speed = np.sqrt(8 * const.k * pool_temperature_K
                     / (np.pi * atom_mass_kg))
vapour_density = 4 * pool_flux / mean_speed
vapour_path_mm = 1e3 / (np.sqrt(2) * vapour_density
                        * cross_section_nm2 * 1e-18)

print("MAIN RESULT")
print(f"n from formula: {n_result:.4f}")
print(f"n from ring-by-ring root search: {n_numeric:.4f}")
print(f"profile exponent n+3: {n_result + 3:.4f}")
print(f"ln 2: {np.log(2):.5f}   ln(5/4): {log_term:.5f}")
print(f"n if receiving cosine is forgotten: {n_result + 1:.4f}")
print(f"cosine source, q at r = h/2: {1.25**-2:.3f}")
print(f"cosine source, half-thickness r/h: {x_half_cosine:.4f}")
print(f"change of n per +1 % in q: {0.01 * slope_q:.4f}")
print(f"change of n per +1 % in h: {0.01 * slope_h:.4f}")
print("EXAMPLE INPUTS (copper, rough typical values)")
print(f"source-substrate distance: {h_mm:.0f} mm")
print(f"centre thickness: {centre_nm:.0f} nm")
print(f"centre rate: {rate_nm_s:.1f} nm/s")
print(f"pool radius: {pool_radius_mm:.0f} mm")
print(f"pool temperature: {pool_temperature_K:.0f} K")
print(f"film density: {density_g_cm3:.1f} g/cm3")
print(f"atomic mass: {atomic_mass_u:.1f} u")
print(f"gas pressure: {gas_pressure_torr:.0e} Torr")
print(f"gas temperature: {gas_temperature_K:.0f} K")
print(f"collision cross-section: {cross_section_nm2:.1f} nm2")
print("EXAMPLE RESULTS")
for r_mm in (0, 50, 100, 150):
    rel = (formula_thickness(n_result, r_mm / h_mm)
           / formula_thickness(n_result, 0))
    rel_cos = (formula_thickness(1, r_mm / h_mm) / formula_thickness(1, 0))
    print(f"r = {r_mm:3d} mm: {centre_nm * rel:.1f} nm"
          f" (cosine source {centre_nm * rel_cos:.1f} nm)")
print(f"evaporated mass, unit sticking: {mass_g:.3f} g")
print(f"vapour fraction inside 150 mm: {fraction_inside:.3f}")
print("NEGLECTED EFFECTS: apparent n if ignored")
print(f"finite pool: {n_disc:.4f} (shift {shift_full:+.4f})")
print(f"mean free path in gas: {gas_path_mm / 1000:.1f} m")
print(f"extra path to r = h/2: {extra_path_mm:.1f} mm")
print(f"gas scattering: {n_gas:.3f} (shift {n_gas - n_result:+.3f})")
print(f"pool {level_drop_mm:.0f} mm lower than assumed: {n_level:.2f}")
print(f"spot {spot_shift_mm:.0f} mm towards test point: {n_towards:.2f}")
print(f"spot {spot_shift_mm:.0f} mm away from test point: {n_away:.2f}")
print(f"mean of the two sides: {(n_towards + n_away) / 2:.2f}")
print(f"q read 2 % high: {n_ratio_high:.2f}; 2 % low: {n_ratio_low:.2f}")
print(f"mean vapour speed at pool: {mean_speed:.0f} m/s")
print(f"atom flux leaving pool: {pool_flux * 1e-4:.2e} per cm2 s")
print(f"vapour density at pool: {vapour_density * 1e-6:.2e} per cm3")
print(f"vapour mean free path at pool: {vapour_path_mm:.1f} mm")
print(f"path / pool diameter: {vapour_path_mm / (2 * pool_radius_mm):.2f}")
print("every check passed")
```

It prints:

```
MAIN RESULT
n from formula: 3.2126
n from ring-by-ring root search: 3.2126
profile exponent n+3: 6.2126
ln 2: 0.69315   ln(5/4): 0.22314
n if receiving cosine is forgotten: 4.2126
cosine source, q at r = h/2: 0.640
cosine source, half-thickness r/h: 0.6436
change of n per +1 % in q: -0.0896
change of n per +1 % in h: 0.1114
EXAMPLE INPUTS (copper, rough typical values)
source-substrate distance: 300 mm
centre thickness: 200 nm
centre rate: 1.0 nm/s
pool radius: 5 mm
pool temperature: 1700 K
film density: 8.9 g/cm3
atomic mass: 63.5 u
gas pressure: 1e-05 Torr
gas temperature: 300 K
collision cross-section: 0.5 nm2
EXAMPLE RESULTS
r =   0 mm: 200.0 nm (cosine source 200.0 nm)
r =  50 mm: 183.7 nm (cosine source 189.3 nm)
r = 100 mm: 144.2 nm (cosine source 162.0 nm)
r = 150 mm: 100.0 nm (cosine source 128.0 nm)
evaporated mass, unit sticking: 0.239 g
vapour fraction inside 150 mm: 0.375
NEGLECTED EFFECTS: apparent n if ignored
finite pool: 3.2093 (shift -0.0033)
mean free path in gas: 6.2 m
extra path to r = h/2: 35.4 mm
gas scattering: 3.264 (shift +0.051)
pool 10 mm lower than assumed: 2.86
spot 5 mm towards test point: 2.84
spot 5 mm away from test point: 3.58
mean of the two sides: 3.21
q read 2 % high: 3.04; 2 % low: 3.39
mean vapour speed at pool: 753 m/s
atom flux leaving pool: 1.44e+19 per cm2 s
vapour density at pool: 7.66e+14 per cm3
vapour mean free path at pool: 1.8 mm
path / pool diameter: 0.18
every check passed
```
